\section*{The neutral vacancy as a tetrahedron of four exchange-coupled spins, part 2}

A neutral vacancy in a tetrahedrally bonded crystal has four electrons in four orthonormal dangling-bond orbitals, one on each neighbouring atom 1 to 4. Spin-orbit coupling, the host bands and further orbitals are left out, and $\hbar=1$. The Hamiltonian is
\begin{equation}
H_{\rm el}=-t\sum_{i<j}\sum_{\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+c^\dagger_{j\sigma}c_{i\sigma}\right)
+U_0D+V\sum_{i<j}n_in_j ,\qquad D=\sum_i n_{i\uparrow}n_{i\downarrow}.
\label{hub}
\end{equation}
Here $t$ is the hopping, $U_0$ and $V$ are the repulsions within one orbital and between two, $n_i=n_{i\uparrow}+n_{i\downarrow}$, and $D$ counts doubly occupied orbitals. The repulsions add up to $6V+UD$, with $U=U_0-V$.

For $t\ll U$ each orbital holds one electron, with spin $\mathbf S_i$. Apart from the constants $6V$ and $-\tfrac32J$, second order in $t$ gives
\begin{equation}
H=J\sum_{i<j}\mathbf S_i\cdot\mathbf S_j ,
\label{heis}
\end{equation}
with $J=4t^2/U$ on all six edges of the regular tetrahedron. The total spin is $\mathbf S=\sum_i\mathbf S_i$, with quantum number $S$, and the six products $\mathbf S_i\cdot\mathbf S_j$ add up to $\tfrac12[S(S+1)-3]$. The levels of (\ref{heis}) are two singlets at $-\tfrac32J$ (${}^1E$), three triplets at $-\tfrac12J$ (${}^3T_1$) and one quintet at $+\tfrac32J$ (${}^5A_2$).

Let the pairs 12 and 34 have spins $s_{12}$ and $s_{34}$. The triplets have $(s_{12},s_{34})=(1,0)$, $(0,1)$ and $(1,1)$. With the singlet bond $[ij]=(\uparrow_i\downarrow_j-\downarrow_i\uparrow_j)/\sqrt2$ and the pairings $\Phi_1=[12][34]$, $\Phi_2=[13][24]$ and $\Phi_3=[14][23]$, an orthonormal pair of singlets is
\begin{equation}
|A\rangle=\Phi_1,\qquad |B\rangle=\frac{\Phi_2+\Phi_3}{\sqrt3}.
\label{AB}
\end{equation}
In $|A\rangle$ $s_{12}=s_{34}=0$, and in $|B\rangle$ $s_{12}=s_{34}=1$. The six edges are now allowed to differ.

\subsection*{(f) The singlets with six different couplings}

Let edge $ij$ have exchange $J_{ij}$. Find the two singlet energies.

\textit{Solution.} On a singlet, $(\mathbf S_1+\mathbf S_2)|\psi\rangle=-(\mathbf S_3+\mathbf S_4)|\psi\rangle$. The two sums commute with each other, so this relation can be used twice:
\begin{equation}
\begin{aligned}
(\mathbf S_1+\mathbf S_2)^2|\psi\rangle
&=-(\mathbf S_1+\mathbf S_2)\cdot(\mathbf S_3+\mathbf S_4)|\psi\rangle\\
&=-(\mathbf S_3+\mathbf S_4)\cdot(\mathbf S_1+\mathbf S_2)|\psi\rangle
=(\mathbf S_3+\mathbf S_4)^2|\psi\rangle .
\end{aligned}
\end{equation}
Each side equals $\tfrac32$ plus twice the product of its two spins. Hence $\mathbf S_1\cdot\mathbf S_2=\mathbf S_3\cdot\mathbf S_4$ on singlets, and the same holds for the other pairs of opposite edges. The six couplings enter through three sums,
\begin{equation}
a=J_{12}+J_{34},\qquad b=J_{13}+J_{24},\qquad c=J_{14}+J_{23},
\end{equation}
and $H=aX+bY+cZ$ with $X=\mathbf S_1\cdot\mathbf S_2$, $Y=\mathbf S_1\cdot\mathbf S_3$ and $Z=\mathbf S_1\cdot\mathbf S_4$. In addition,
\begin{equation}
X+Y+Z=\mathbf S_1\cdot(\mathbf S-\mathbf S_1)=-\tfrac34 ,
\label{sumXYZ}
\end{equation}
because $\mathbf S$ gives zero on a singlet.

Use the basis $|A\rangle,|B\rangle$ and let $\tau_z,\tau_x$ be Pauli matrices, with $\tau_z=+1$ on $|A\rangle$. Then $X$ is diagonal with entries $-\tfrac34$ and $\tfrac14$. Exchanging spins 3 and 4 interchanges $Y$ and $Z$, changes the sign of $|A\rangle$ and leaves $|B\rangle$ unchanged. The diagonal entries of $Y$ and $Z$ are therefore equal, and their off-diagonal entries are opposite. By (\ref{sumXYZ}) the diagonal entries are 0 on $|A\rangle$ and $-\tfrac12$ on $|B\rangle$.

Let $y$ be the off-diagonal entry of $Y$. Relabelling the atoms turns $X$ into $Y$, so $Y$ also has eigenvalues $-\tfrac34$ and $\tfrac14$. Its determinant gives $-y^2=-\tfrac3{16}$, or $|y|=\sqrt3/4$. With $|B\rangle$ as written in (\ref{AB}) $y$ is negative, so the sign of $|B\rangle$ is reversed here to make $y>0$. Then
\begin{equation}
\begin{aligned}
X&=-\tfrac14-\tfrac12\tau_z,\\
Y&=-\tfrac14+\tfrac14\tau_z+\tfrac{\sqrt3}{4}\tau_x,\qquad
Z=-\tfrac14+\tfrac14\tau_z-\tfrac{\sqrt3}{4}\tau_x ,
\end{aligned}
\end{equation}
and
\begin{equation}
H=-\frac{a+b+c}{4}+\frac{b+c-2a}{4}\,\tau_z+\frac{\sqrt3\,(b-c)}{4}\,\tau_x .
\label{Htau}
\end{equation}
A matrix $u\tau_z+v\tau_x$ has eigenvalues $\pm\sqrt{u^2+v^2}$. Expanding the squares gives
\begin{equation}
(b+c-2a)^2+3(b-c)^2=4\left(a^2+b^2+c^2-ab-bc-ca\right),
\end{equation}
so the energies are
\begin{equation}
E_\pm=-\frac{a+b+c}{4}\pm\frac12\sqrt{a^2+b^2+c^2-ab-bc-ca}.
\label{Epm}
\end{equation}
The square root vanishes if and only if $a=b=c$. The degeneracy therefore needs equal sums over opposite edges, which is less than six equal couplings.

\subsection*{(g) The triplets and the quintet}

Find the other levels when opposite edges have equal exchange.

\textit{Solution.} Now $J_{12}=J_{34}=a/2$, and similarly for $b$ and $c$. For given $s_{12}$ and $s_{34}$,
\begin{equation}
\mathbf S_1\cdot\mathbf S_2+\mathbf S_3\cdot\mathbf S_4
=\tfrac12\left[s_{12}(s_{12}+1)+s_{34}(s_{34}+1)-3\right].
\end{equation}
In the triplet $(1,1)$ this is $\tfrac12$, and in $(1,0)$ and $(0,1)$ it is $-\tfrac12$. The spin permutation $(12)(34)$ has eigenvalue $p=+1$ in the first case and $p=-1$ in the other two, because a singlet pair is odd under exchange. On the triplets the operator thus equals $p/2$. Likewise, the sums for the other two pairs of edges equal $q/2$ and $r/2$, where $q$ and $r$ belong to $(13)(24)$ and $(14)(23)$.

These three permutations commute, so $p$, $q$ and $r$ can be given together. For $S=1$ all six products add up to $\tfrac12(2-3)=-\tfrac12$, so $p+q+r=-1$. One of the three is $+1$ and the other two are $-1$. Each operator has the eigenvalue $+1$ once, so each choice occurs once. The triplet energies $(ap+bq+cr)/4$ are
\begin{equation}
\frac{a-b-c}{4},\qquad \frac{b-c-a}{4},\qquad \frac{c-a-b}{4}.
\label{trip}
\end{equation}
In the quintet every product is $\tfrac14$, so its energy is $(a+b+c)/4$. For $a=b=c=2J$ the results return to $-\tfrac12J$ and $\tfrac32J$.

\subsection*{(h) Jahn-Teller distortion of the ground level}

Let edge $e$ change its length by $\delta_e$. To first order its exchange becomes $J(1-\alpha\delta_e)$ with $\alpha>0$, and each edge has a spring of constant $k$. Find the distortion and the energy gained.

\textit{Solution.} The six edge changes divide into one uniform change, three in which opposite edges change by opposite amounts, and two in which opposite edges change equally while the sum over all edges is zero. The uniform change does not split the singlets. Its length is held at the value where the regular tetrahedron is in balance. The next three leave $a$, $b$ and $c$ unchanged at first order, so they cost elastic energy without gain. The last two form the $E$ distortion. Write them with an amplitude $x\ge0$ and an angle $\theta$:
\begin{equation}
\delta_a=-2x\cos\theta,\qquad
\delta_{b,c}=-2x\cos\left(\theta\mp\tfrac{2\pi}{3}\right).
\end{equation}
At $\theta=0$ edges 12 and 34 shorten by $2x$, and the other four lengthen by $x$.

Then $a=2J(1+2\alpha x\cos\theta)$, and similarly for $b$ and $c$. The three cosines add up to zero, so $a+b+c=6J$ and
\begin{equation}
b+c-2a=-12\alpha Jx\cos\theta,\qquad b-c=4\sqrt3\,\alpha Jx\sin\theta .
\end{equation}
Insertion in (\ref{Htau}) gives
\begin{equation}
H=-\tfrac32J-3\alpha Jx\left(\cos\theta\,\tau_z-\sin\theta\,\tau_x\right).
\end{equation}
The bracket has eigenvalues $\pm1$ for every $\theta$. The squares of the three cosines add up to $\tfrac32$, and there are two edges of each kind, so the elastic energy is $\tfrac k2\cdot2\cdot4x^2\cdot\tfrac32=6kx^2$. The lower energy is
\begin{equation}
E(x)=-\tfrac32J-3\alpha Jx+6kx^2 .
\end{equation}
The gain is linear in $x$ and the cost quadratic, so the regular tetrahedron is unstable however stiff the springs are. Setting $-3\alpha J+12kx=0$ gives
\begin{equation}
x_0=\frac{\alpha J}{4k},\qquad
E_{\rm JT}=3\alpha Jx_0-6kx_0^2=\frac{3\alpha^2J^2}{8k}=6kx_0^2 .
\label{JT}
\end{equation}

At this order the minimum is a circular trough. At $\theta=0$ the lower state is $|A\rangle$, with singlet bonds on the two shortened edges. At $\theta=\pi$ it is $|B\rangle$, and the edges 12 and 34 are long.

An exponential law $J_e=J\mathrm{e}^{-\alpha\delta_e}$ removes the circular symmetry. For $b=c$ the lower energy in (\ref{Epm}) is $-\tfrac34a$ if $a>b$, and $\tfrac14a-b$ if $a<b$. Up to second order in $x$ the exchange energies are
\begin{equation}
\begin{aligned}
\theta=0:&\quad -\tfrac32J\mathrm{e}^{2\alpha x}\simeq-\tfrac32J-3\alpha Jx-3\alpha^2Jx^2,\\
\theta=\pi:&\quad \tfrac12J\mathrm{e}^{-2\alpha x}-2J\mathrm{e}^{\alpha x}\simeq-\tfrac32J-3\alpha Jx .
\end{aligned}
\end{equation}
Two short opposite edges are favoured, under the stated exponential law and harmonic springs.

The atoms also have zero-point motion. Let the undistorted edge have length $L$. At $\theta=0$ the distortion is a strain with components $(4,-2,-2)x/L$ along the cube axes. An atom at $L(1,1,1)/(2\sqrt2)$ moves by $x\sqrt{16+4+4}/(2\sqrt2)=\sqrt3\,x$, and the other three move equally far. For four atoms of mass $M$ the kinetic energy is $4\cdot\tfrac12M\cdot3\dot x^2=6M\dot x^2$. With the elastic energy $6kx^2$ the frequency is $\omega=\sqrt{k/M}$. If $E_{\rm JT}$ is not much larger than $\omega$, the atoms are not confined to one static distortion. A large ratio is not sufficient either. In a circular trough the atoms can still move around in $\theta$, and holding them near one angle takes warping or an outside strain.

\subsection*{(i) Numbers and limits}

Take $t=0.5$ eV, $U=5$ eV, $\alpha=2$ \AA$^{-1}$, $k=3$ eV/\AA$^2$, $M=30$ u and a temperature of 300 K. Evaluate the levels and the distortion, and judge what the model neglects.

\textit{Solution.} The exchange is $J=4(0.5)^2/5=0.2$ eV, or about 2300 K. The singlets lie at $-0.3$ eV, the triplets at $-0.1$ eV and the quintet at $0.3$ eV. From (\ref{JT}),
\begin{equation}
x_0=\frac{2\cdot0.2}{4\cdot3}=0.033\ \text{\AA},\qquad
E_{\rm JT}=\frac{3\cdot2^2\cdot0.2^2}{8\cdot3}=0.020\ \text{eV}.
\end{equation}
Take the point $\theta=0$ of the trough. Two opposite edges shorten by 0.067 \AA\ and four lengthen by 0.033 \AA. Without the elastic energy, which is common to all levels, the singlets move to $-0.34$ and $-0.26$ eV. By (\ref{trip}) two triplets move to $-0.113$ eV and one to $-0.073$ eV. The quintet stays at $0.3$ eV.

\textit{Charge fluctuations.} Diagonalizing (\ref{hub}) for four electrons, with all ionic configurations, gives gaps of 0.152 and 0.398 eV. The first is 24\% below $J$, and the second is 0.5\% below $2J$. The quintet cannot hop and has energy zero in (\ref{hub}), apart from the constant $6V$. The triplets therefore lie at $-0.398$ eV, close to the second-order value $-2J=-0.4$ eV. The singlets lie at $-0.398-0.152=-0.550$ eV instead of $-3J=-0.6$ eV. The error is thus mainly in the singlets. The mean number of doubly occupied orbitals in the ground level is 0.093. The leading estimate follows from $\langle D\rangle=\partial E/\partial U$ with $E=-12t^2/U$, and is $12(t/U)^2=0.12$.

For $t/U=0.05$, 0.1, 0.2 and 0.5 the first gap is 0.93, 0.76, 0.41 and 0.07 times $4t^2/U$. At $t/U=0.1$ the formula for $J$ is thus 31\% larger than the first gap, and at $t/U=0.2$ it is 2.4 times the gap.

\textit{Direct exchange.} The Coulomb exchange integral $K$ between two orbitals lowers a parallel pair by $K$ and raises a singlet pair by $K$. This is the operator $-K(2\mathbf S_i\cdot\mathbf S_j+\tfrac12)$, so at leading order $J$ becomes $J-2K$. For $K=0.02$ eV the diagonalization gives a first gap of 0.112 eV. The fall from 0.152 eV is close to $2K=0.04$ eV.

\textit{Motion and warping.} The vibrational quantum is 0.020 eV, so the spin model gives $E_{\rm JT}/\omega=0.98$. Charge fluctuations lower this ratio. If each hopping varies as $t(1-\alpha\delta_e/2)$ and $U$ stays fixed, the linear splitting of the lowest singlets of (\ref{hub}) gives $E_{\rm JT}=0.014$ eV and a ratio of 0.70. A static distortion is a poor description for these parameters. In the spin model with the exponential law the gain is 0.0233 eV for two short edges and 0.0201 eV for two long ones. The difference, 0.003 eV, is small compared with the quantum.

\textit{Temperature.} At 300 K the thermal energy is 0.0259 eV. The undistorted spin model with $J=0.2$ eV puts 0.2\% of the vacancies in the triplets. With the gap of 0.112 eV the ratio of triplet to singlet population is $\tfrac92\mathrm{e}^{-0.112/0.0259}\approx0.06$. The correction to the gap thus matters far more for this population than for the order of the levels. Both figures hold the tetrahedron regular. The $E$ distortion alone favours the singlets: a classical average over it, with the hopping varying as above, lowers the ratio from 0.06 to about 0.03. The three distortions in which opposite edges change by opposite amounts work the other way. They do not split the singlets at first order, but they split the ${}^3T_1$ level linearly. Along a threefold axis they lower a triplet by about 0.016 eV, as much as the $E$ distortion lowers a singlet. A classical average over all five distortions brings the ratio back to about 0.06.

\textit{The real case.} The parameters are round values, chosen so that hopping is weak. They describe no particular element. In diamond the neutral vacancy has a ${}^1E$ ground level, which agrees with the symmetry found here. This agreement alone does not show that hopping is weak there. In silicon the neutral vacancy has a strong pairing distortion, and electrons in delocalized bonding orbitals are the better starting point. The 0.02 eV found here is no estimate for silicon, because $t/U$, $\alpha$ and $k$ were not fitted to it. Weak hopping in particular is not a safe assumption there. The sweep above shows how far this can move the first gap: at $t/U=0.5$ the spin formula is too large by a factor of about 14. The numerical output that follows lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
Hopping t = 0.500 eV
Net charge-transfer cost U = 5.000 eV
Heisenberg exchange J = 0.2000 eV
J/k_B = 2321 K
Singlet: 2 multiplets at -0.3000 eV
Triplet: 3 multiplets at -0.1000 eV
Quintet: 1 multiplets at 0.3000 eV
Independent bond pairings = 2 (dimensionless)
Pairing overlap magnitude = 0.500 (dimensionless)
Singlet characters C3,C2,S4,mirror = -1, 2, 0, 0 (dimensionless)
Triplet characters C3,C2,S4,mirror = 0, -1, 1, -1 (dimensionless)
Quintet characters C3,C2,S4,mirror = 1, 1, -1, -1 (dimensionless)
Hubbard singlet-triplet gap = 0.1521 eV
Hubbard triplet-quintet gap = 0.3978 eV
First gap change from J = -23.9 %
Second gap change from 2J = -0.5 %
Mean doubly occupied orbitals = 0.0931 (dimensionless)
Lowest charge excitation = 3.975 eV
t/U = 0.05: first gap/J = 0.9294 (dimensionless)
t/U = 0.10: first gap/J = 0.7606 (dimensionless)
t/U = 0.20: first gap/J = 0.4134 (dimensionless)
t/U = 0.50: first gap/J = 0.0713 (dimensionless)
Direct exchange K = 0.020 eV
First Hubbard gap with K = 0.1124 eV
Exchange decay alpha = 2.00 1/angstrom
Edge spring k = 3.00 eV/angstrom^2
Distortion x0 = 0.0333 angstrom
Two short edges change by -0.0667 angstrom
Four other edges change by 0.0333 angstrom
Jahn-Teller energy = 0.0200 eV
Distorted singlets, no elastic term = -0.3400, -0.2600 eV
Distorted triplets, no elastic term = -0.1133, -0.1133, -0.0733 eV
Distorted quintet, no elastic term = 0.3000 eV
Exponential J, two short edges: x = 0.0390 angstrom
Energy gain, two short edges = 0.0233 eV
Exponential J, two long edges: |x| = 0.0335 angstrom
Energy gain, two long edges = 0.0201 eV
Atomic mass M = 30.0 u
Vibrational quantum = 0.0204 eV
Jahn-Teller energy/quantum = 0.978 (dimensionless)
Temperature = 300.0 K
Thermal energy = 0.02585 eV
Triplet population = 0.1961 %
Quintet population = 2.077e-08 %
\end{verbatim}
